**Matching rules for an envelope function at a mass step**

In the BenDaniel-Duke model the envelope $F$ and $F'/m$ are continuous at an abrupt interface, so the slope $F'$ jumps by the mass ratio. Here $m$ is the local effective mass, and $R$ and $T$ are the reflected and transmitted fractions of the current. The program asserts that the levels from each matching rule agree with a grid diagonalization of the corresponding operator to within 0.00001 eV. It also asserts the slope ratio, the narrow-ramp limit, the approach of a smooth cosine basis to the BenDaniel-Duke energy, the orthogonality relations and the scattering formulas. For a well 100 Å wide and 0.40 eV deep, with masses 0.05 inside and 0.10 outside, the ground level is 0.0392 eV; requiring a continuous $F'$ gives 0.0519 eV. For an electron at 0.60 eV passing from well material into barrier material through one interface, the correct rule gives $R+T=1$ and the mistaken rule 0.505. A third rule conserves current but gives a different $R$, so current conservation alone does not fix the matching.

## Numerical check

```python
"""
Result under test: for H = -(1/2) d/dz (1/m(z)) d/dz + V(z), with bounded V,
the envelope F and u = F'/m are continuous at an abrupt mass step.
The slope F' then jumps by the mass ratio. The mistaken rule keeps F' continuous.

Symbols (atomic units inside the program):
  m_w, m_b : masses in well and barrier      a  : half width of the well
  v0       : barrier height                  k  : wavenumber in the well
  kappa    : decay constant in the barrier   R,T: reflected, transmitted current
"BDD" means BenDaniel-Duke; "naive" means continuous F'.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad, solve_ivp
from scipy.linalg import eigh, eigh_tridiagonal
from scipy.optimize import brentq

EV = physical_constants["Hartree energy in eV"][0]
ANG = physical_constants["Bohr radius"][0] * 1e10
m_w, m_b = 0.05, 0.10
width_ang, depth_ev = 100.0, 0.40
a, v0 = width_ang / 2 / ANG, depth_ev / EV


def wavenumbers(energy, mw=m_w, mb=m_b):
    return np.sqrt(2 * mw * energy), np.sqrt(2 * mb * max(v0 - energy, 0.0))


def level(n, naive, mw=m_w, mb=m_b):
    """Energy of bound state n from the matching condition at z = a."""
    ratio = 1.0 if naive else mw / mb

    def mismatch(theta):
        k, kappa = wavenumbers((theta / a) ** 2 / (2 * mw), mw, mb)
        phase = theta - n * np.pi / 2
        return k * np.sin(phase) - ratio * kappa * np.cos(phase)

    theta_max = a * np.sqrt(2 * mw * v0)
    top = min((n + 1) * np.pi / 2, theta_max)
    theta = brentq(mismatch, n * np.pi / 2, top, xtol=1e-14)
    return (theta / a) ** 2 / (2 * mw)


n_states = int(np.ceil(a * np.sqrt(2 * m_w * v0) / (np.pi / 2)))
e_bdd = np.array([level(n, False) for n in range(n_states)])
e_naive = np.array([level(n, True) for n in range(n_states)])

# --- Grid diagonalizations: neither uses a matching condition -----------------
h_ang, box_ang = 0.05, 300.0
h = h_ang / ANG
half_cells = round(box_ang / h_ang)
well_cells = round(width_ang / 2 / h_ang)

# Energy functional with piecewise-linear functions, interface on a node.
cell = np.arange(-half_cells, half_cells)
cell_in_well = (cell >= -well_cells) & (cell < well_cells)
inv_mass = np.where(cell_in_well, 1 / m_w, 1 / m_b)
cell_v = np.where(cell_in_well, 0.0, v0)
diag = (inv_mass[:-1] + inv_mass[1:]) / (2 * h**2) + (cell_v[:-1] + cell_v[1:]) / 2
off = -inv_mass[1:-1] / (2 * h**2)
e_grid, f_grid = eigh_tridiagonal(diag, off, select="i",
                                  select_range=(0, n_states))
assert np.max(np.abs(e_grid[:n_states] - e_bdd)) * EV < 1e-5
assert e_grid[n_states] > v0  # no further bound state
edge = half_cells + well_cells - 1  # interior node at z = +a
f0 = f_grid[:, 0]
grid_slope_ratio = (f0[edge + 1] - f0[edge]) / (f0[edge] - f0[edge - 1])
# One-sided differences carry an error of first order in the grid spacing.
assert abs(grid_slope_ratio - m_b / m_w) < 0.02

# Operator -(1/2m) d2/dz2 + V, made symmetric by F = g / sqrt(m).
mass = np.where(cell_in_well, m_w, m_b)
e_grid_naive = eigh_tridiagonal(
    1 / (mass * h**2) + cell_v,
    -1 / (2 * h**2 * np.sqrt(mass[:-1] * mass[1:])),
    select="i", select_range=(0, n_states - 1), eigvals_only=True)
assert np.max(np.abs(e_grid_naive - e_naive)) * EV < 1e-5

# Direction of the error, for both orders of the masses.
assert np.all(e_naive > e_bdd)
swap_bdd = level(0, False, m_b, m_w)
swap_naive = level(0, True, m_b, m_w)
assert swap_naive < swap_bdd


# --- Smooth cosine basis: every basis function has a continuous slope ---------
def cosine_energy(size):
    box = box_ang / ANG
    q = (np.arange(size) + 0.5) * np.pi / box
    minus, plus = q[:, None] - q[None, :], q[:, None] + q[None, :]
    s_minus = a * np.sinc(minus * a / np.pi)
    s_plus = a * np.sinc(plus * a / np.pi)
    cos_cos, sin_sin = (s_minus + s_plus) / box, (s_minus - s_plus) / box
    ham = np.diag(q**2 / (2 * m_b) + v0) - v0 * cos_cos
    ham += (1 / m_w - 1 / m_b) / 2 * np.outer(q, q) * sin_sin
    return eigh(ham, eigvals_only=True, subset_by_index=[0, 0])[0]


basis_sizes = (75, 300)
basis_error = [(cosine_energy(s) - e_bdd[0]) * EV for s in basis_sizes]
assert 0 < basis_error[1] < basis_error[0] / 2
assert basis_error[1] < 5e-4


# --- Normalization, overlaps and slopes ----------------------------------------
def envelope(n, energy):
    k, kappa = wavenumbers(energy)
    edge_value = np.cos(k * a - n * np.pi / 2)
    return (lambda z: np.cos(k * z - n * np.pi / 2),
            lambda z: edge_value * np.exp(-kappa * (z - a)))


def product(state1, state2, weight_w=1.0, weight_b=1.0):
    """Integral over all z for two states of equal parity."""
    inner = quad(lambda z: state1[0](z) * state2[0](z), 0, a,
                 epsabs=1e-11, limit=200)[0]
    outer = quad(lambda z: state1[1](z) * state2[1](z), a, a + 1200,
                 epsabs=1e-11, limit=200)[0]
    return 2 * (weight_w * inner + weight_b * outer)


def overlap(energies, ww=1.0, wb=1.0):
    s0, s2 = envelope(0, energies[0]), envelope(2, energies[2])
    norm = np.sqrt(product(s0, s0, ww, wb) * product(s2, s2, ww, wb))
    return product(s0, s2, ww, wb) / norm


ov_bdd = overlap(e_bdd)
ov_naive = overlap(e_naive)
ov_weighted = overlap(e_naive, m_w, m_b)
assert abs(ov_bdd) < 1e-8 and abs(ov_weighted) < 1e-8
assert abs(ov_naive) > 1e-3


def edge_data(energy):
    """Normalized ground state at z = a: value, inner slope, outer slope."""
    k, kappa = wavenumbers(energy)
    state = envelope(0, energy)
    norm = np.sqrt(product(state, state))
    value = np.cos(k * a) / norm
    return (value / ANG**0.5, -k * np.sin(k * a) / norm / ANG**1.5,
            -kappa * value / ANG**1.5)


val_b, in_b, out_b = edge_data(e_bdd[0])
val_n, in_n, out_n = edge_data(e_naive[0])


# --- Linear ramp of mass and band edge, centred on the interface ---------------
def ramp_solve(energy, ramp, start, forward):
    def rhs(z, y):
        s = z / ramp + 0.5
        m_here = m_w + (m_b - m_w) * s
        return [m_here * y[1], 2 * (v0 * s - energy) * y[0]]

    span = (-ramp / 2, ramp / 2) if forward else (ramp / 2, -ramp / 2)
    return solve_ivp(rhs, span, start, rtol=1e-10, atol=1e-13).y[:, -1]


k0, kappa0 = wavenumbers(e_bdd[0])
ramp_widths = (1.0, 0.1, 0.01)
u_ratios = []
for w_ang in ramp_widths:
    w = w_ang / ANG
    z_in = a - w / 2
    begin = [np.cos(k0 * z_in), -k0 * np.sin(k0 * z_in) / m_w]
    u_ratios.append(ramp_solve(e_bdd[0], w, begin, True)[1] / begin[1])
deviation = np.abs(np.array(u_ratios) - 1)
assert deviation[2] < 1e-3
assert abs(deviation[1] / deviation[2] - 10) < 0.5  # proportional to width

# --- One interface, electron incident from the well material -------------------
e_in_ev = 0.60
e_in = e_in_ev / EV
k1, k2 = np.sqrt(2 * m_w * e_in), np.sqrt(2 * m_b * (e_in - v0))
v1, v2 = k1 / m_w, k2 / m_b


def scatter(matching):
    """R and T when (F, u) on the right equals matching times (F, u) on the left."""
    matching = np.array(matching, dtype=complex)
    incoming = matching @ np.array([1, 1j * v1])
    reflected = matching @ np.array([1, -1j * v1])
    system = np.column_stack([reflected, [-1, -1j * v2]])
    r, t = np.linalg.solve(system, -incoming)
    return abs(r) ** 2, v2 / v1 * abs(t) ** 2


c = 1.2
r_bdd, t_bdd = scatter(np.eye(2))
r_naive, t_naive = scatter(np.diag([1, m_w / m_b]))
r_alt, t_alt = scatter(np.diag([c, 1 / c]))
assert abs(r_bdd - ((v1 - v2) / (v1 + v2)) ** 2) < 1e-12
assert abs(t_bdd - 4 * v1 * v2 / (v1 + v2) ** 2) < 1e-12
sum_formula = 1 + (m_w / m_b - 1) * 4 * k1 * k2 / (k1 + k2) ** 2
assert abs(r_naive + t_naive - sum_formula) < 1e-12
assert abs(r_alt + t_alt - 1) < 1e-12 and abs(r_alt - r_bdd) > 1e-3
general = np.array([[1.3, 0.2], [-0.4, 0.9]])
r_gen, t_gen = scatter(general)
assert abs(t_gen - np.linalg.det(general) * (1 - r_gen)) < 1e-12

# Direct integration through a narrow ramp, from the transmitted wave backwards.
f_left, u_left = ramp_solve(e_in, ramp_widths[-1] / ANG,
                            np.array([1, 1j * v2], dtype=complex), False)
amp_in = (f_left + u_left / (1j * v1)) / 2
amp_back = (f_left - u_left / (1j * v1)) / 2
r_ramp, t_ramp = abs(amp_back / amp_in) ** 2, v2 / v1 / abs(amp_in) ** 2
assert abs(r_ramp + t_ramp - 1) < 1e-7
assert abs(t_ramp - t_bdd) < 1e-3 < abs(t_ramp - t_naive)

# --- Output ---------------------------------------------------------------------
print(f"well width = {width_ang:.0f} angstrom, depth = {depth_ev:.2f} eV")
print(f"m_w = {m_w:.2f}, m_b = {m_b:.2f} electron masses")
print(f"theta_max = a sqrt(2 m_w V0) = {a*np.sqrt(2*m_w*v0):.4f} rad")
print(f"number of bound states = {n_states}")
for n in range(n_states):
    print(f"E{n}: BDD {e_bdd[n]*EV:.5f}, naive {e_naive[n]*EV:.5f}, "
          f"naive-BDD {(e_naive[n]-e_bdd[n])*EV:.5f} eV")
    print(f"E{n} on grid: BDD {e_grid[n]*EV:.5f}, "
          f"naive {e_grid_naive[n]*EV:.5f} eV")
print(f"E1-E0: BDD {(e_bdd[1]-e_bdd[0])*EV:.5f}, "
      f"naive {(e_naive[1]-e_naive[0])*EV:.5f} eV")
print(f"masses swapped, E0: BDD {swap_bdd*EV:.5f}, naive {swap_naive*EV:.5f} eV")
print(f"BDD ground state: k = {k0/ANG:.5f}, kappa = {kappa0/ANG:.5f} 1/angstrom")
for name, val, sl_in, sl_out in (("BDD", val_b, in_b, out_b),
                                 ("naive", val_n, in_n, out_n)):
    print(f"{name} F(a) = {val:.5f} angstrom^-1/2")
    print(f"{name} slope: well side {sl_in:.6f}, "
          f"barrier side {sl_out:.6f} angstrom^-3/2")
    print(f"{name} slope/mass (mass in m_e): well side {sl_in/m_w:.5f}, "
          f"barrier side {sl_out/m_b:.5f} angstrom^-3/2")
print(f"slope ratio barrier/well from grid state = {grid_slope_ratio:.4f}")
for w_ang, ratio in zip(ramp_widths, u_ratios):
    print(f"ramp {w_ang:.2f} angstrom: end/start ratio of F'/m {ratio:.5f}, "
          f"of F' {ratio*m_b/m_w:.5f}")
for size, err in zip(basis_sizes, basis_error):
    print(f"{size} smooth cosines: E0 above BDD value by {err:.6f} eV")
print(f"overlap of states 0 and 2, BDD: size {abs(ov_bdd):.1e}")
print(f"overlap of states 0 and 2, naive: size {abs(ov_naive):.5f}")
print(f"same, naive with weight m(z): size {abs(ov_weighted):.1e}")
print(f"incident energy = {e_in_ev:.2f} eV above the well bottom")
print(f"k1 = {k1/ANG:.5f}, k2 = {k2/ANG:.5f} 1/angstrom")
print(f"velocities: v1 = {v1:.5f}, v2 = {v2:.5f} atomic units")
print(f"BDD: R = {r_bdd:.5f}, T = {t_bdd:.5f}, R+T = {r_bdd+t_bdd:.5f}")
print(f"naive: R = {r_naive:.5f}, T = {t_naive:.5f}, "
      f"R+T = {r_naive+t_naive:.5f}")
print(f"diag(c,1/c), c = {c:.1f}: R = {r_alt:.5f}, T = {t_alt:.5f}, "
      f"R+T = {r_alt+t_alt:.5f}")
print(f"ramp {ramp_widths[-1]:.2f} angstrom: R = {r_ramp:.5f}, T = {t_ramp:.5f}")
print("all good")
```

It prints:

```
well width = 100 angstrom, depth = 0.40 eV
m_w = 0.05, m_b = 0.10 electron masses
theta_max = a sqrt(2 m_w V0) = 3.6226 rad
number of bound states = 3
E0: BDD 0.03923, naive 0.05186, naive-BDD 0.01263 eV
E0 on grid: BDD 0.03923, naive 0.05186 eV
E1: BDD 0.15932, naive 0.19596, naive-BDD 0.03664 eV
E1 on grid: BDD 0.15932, naive 0.19596 eV
E2: BDD 0.35183, naive 0.37361, naive-BDD 0.02178 eV
E2 on grid: BDD 0.35183, naive 0.37361 eV
E1-E0: BDD 0.12009, naive 0.14410 eV
masses swapped, E0: BDD 0.02886, naive 0.02318 eV
BDD ground state: k = 0.02269, kappa = 0.09731 1/angstrom
BDD F(a) = 0.05098 angstrom^-1/2
BDD slope: well side -0.002481, barrier side -0.004961 angstrom^-3/2
BDD slope/mass (mass in m_e): well side -0.04961, barrier side -0.04961 angstrom^-3/2
naive F(a) = 0.03386 angstrom^-1/2
naive slope: well side -0.003237, barrier side -0.003237 angstrom^-3/2
naive slope/mass (mass in m_e): well side -0.06473, barrier side -0.03237 angstrom^-3/2
slope ratio barrier/well from grid state = 1.9957
ramp 1.00 angstrom: end/start ratio of F'/m 0.95739, of F' 1.91478
ramp 0.10 angstrom: end/start ratio of F'/m 0.99567, of F' 1.99134
ramp 0.01 angstrom: end/start ratio of F'/m 0.99957, of F' 1.99913
75 smooth cosines: E0 above BDD value by 0.000253 eV
300 smooth cosines: E0 above BDD value by 0.000065 eV
overlap of states 0 and 2, BDD: size 6.3e-17
overlap of states 0 and 2, naive: size 0.05543
same, naive with weight m(z): size 1.5e-16
incident energy = 0.60 eV above the well bottom
k1 = 0.08874, k2 = 0.07245 1/angstrom
velocities: v1 = 0.93914, v2 = 0.38340 atomic units
BDD: R = 0.17657, T = 0.82343, R+T = 1.00000
naive: R = 0.01021, T = 0.49490, R+T = 0.50510
diag(c,1/c), c = 1.2: R = 0.06736, T = 0.93264, R+T = 1.00000
ramp 0.01 angstrom: R = 0.17657, T = 0.82343
all good
```
